# Silicon Floating-Zone Profiles by Shooting and Continuation to the Longest Zone

For a silicon zone between a growing crystal of radius 5.0 mm below and a feed rod of radius 4.5 mm above, steady cylindrical growth is possible up to a zone length of

$$L_{\max}=12.16\ \text{mm}=2.236\,\ell ,\qquad \ell=\sqrt{\gamma/\rho g}=5.44\ \text{mm}.$$

This holds for a static melt with a growth angle of 11°. At $L_{\max}$ two solutions with the same length merge and disappear: the branch of profiles has a fold. The melt surface is still statically stable there. What ends is the family of profiles that meet both radii and the growth angle.

## The equation and its signs

Let $z$ be the height above the crystal edge, $r$ the surface radius, $s$ the arclength from the crystal edge, and $\phi$ the angle of the surface from the vertical, positive when the surface leans outward going up. Then

$$r'=\sin\phi,\qquad z'=\cos\phi .$$

The melt pressure exceeds that of the gas by $\gamma$ times the sum of the two principal curvatures, counted positive for a bulge. These are $-\phi'$ in the vertical plane and $\cos\phi/r$ around the axis. A vertical cylinder gives $0+1/r$, as it should. On a sphere of radius $b$, at latitude $\beta$, we have $s=b\beta+$ constant, $\phi=-\beta$ and $r=b\cos\beta$, so both terms equal $1/b$.

Hydrostatics gives the excess pressure $p_0-\rho gz$. Measure lengths in $\ell$ and pressures in $\gamma/\ell$, and write $P=p_0\ell/\gamma$. Then $-\phi'+\cos\phi/r=P-z$, or

$$\phi'=\frac{\cos\phi}{r}-P+z. \tag{1}$$

The crystal keeps its radius when the melt surface makes the growth angle $\alpha$ with the crystal's side. For silicon $\alpha$ is positive, about 11°, and the melt widens just above the crystal. The conditions are therefore

$$r(0)=R_c,\quad \phi(0)=\alpha,\quad r=R_f\ \text{at}\ z=L .$$

The feed is melting, so its edge holds the surface in place but prescribes no angle. For given $L$, one number is unknown: $P$.

## A nearly cylindrical zone by hand

Put $r=R+\xi(z)$ with $R=R_c$, and keep first powers of $\xi$ and its slope. Then $\phi\approx\xi'$, $\cos\phi\approx1$, $s\approx z$ and $1/r\approx1/R-\xi/R^2$. Equation (1) becomes

$$\xi''+\frac{\xi}{R^2}=z-\delta,\qquad \delta=P-\frac1R .$$

A particular solution is $R^2(z-\delta)$. Adding sines and cosines of $z/R$ so that $\xi(0)=0$ and $\xi'(0)=t=\tan\alpha$ gives

$$\xi=Rt\sin\frac zR-R^2\delta\Big(1-\cos\frac zR\Big)+R^2\Big(z-R\sin\frac zR\Big).$$

The first term is the outward start imposed by the crystal, the second the effect of pressure, the third that of gravity.

Let $d=R_c-R_f$ and $\theta=L/R$. Shooting means choosing $\delta$ so that $\xi(L)=-d$. The equation is linear in $\delta$, so one step suffices:

$$\delta=\frac{d+Rt\sin\theta+R^2(L-R\sin\theta)}{R^2(1-\cos\theta)}. \tag{2}$$

Take $L=6$ mm. In units of $\ell$, $R=5.00/5.440=0.919$, $d=0.50/5.440=0.0919$ and $L=1.103$, while $\theta=6/5=1.2$ and $t=0.194$. The three terms of the numerator are 0.092, 0.167 and 0.208, with sum 0.466 after rounding. The denominator is $0.845\times0.638=0.539$. Hence $\delta=0.866$, and

$$P=1.088+0.866=1.954 .$$

With $\gamma/\ell=136.0$ Pa this is 266 Pa. The full equation gives 263.7 Pa, so the hand value is 0.8% too high relative to it.

This small example shows two things that matter for the general method.

**The pressure turns back before the length does.** Differentiate $r(L;P)=R_f$ along the family of solutions:

$$\frac{\partial r}{\partial z}\,dL+\frac{\partial r}{\partial P}\,dP=0 .$$

When the surface is vertical at the feed, $\partial r/\partial z=0$. If $\partial r/\partial P\neq0$, it follows that $dP=0$ while $L$ continues to change. The full solutions show this turn:

| $L$ (mm) | $p_0$ (Pa) | Smallest radius (mm) | Feed angle |
|---|---:|---:|---:|
| 6.0 | 263.7 | 4.500 | −7.4° |
| 7.5 | 260.9 | 4.495 | 2.1° |
| 9.0 | 265.8 | 4.337 | 12.8° |

The pressure first falls and then rises, and the feed angle changes sign in between. A search that steps steadily in pressure would stop at this turn, although longer zones exist.

**Pressure can lose its hold on the upper radius.** In the linear model $\partial\xi(L)/\partial P=-R^2(1-\cos\theta)$. This vanishes at $\theta=2\pi$, where the numerator of (2) is $d+R^2L>0$, so the required pressure diverges. This happens at $L=2\pi R_c=31.4$ mm, far outside the range of the linear model, which requires a surface close to a cylinder. At the true limit the waist has narrowed to 2.45 mm, about half the crystal radius. There too a small change of pressure no longer moves the surface at the feed to first order, but the pressure stays finite and two solutions merge. Where this happens must come from the full equation.

## The general shooting step

Integrate (1) from the crystal edge to a trial arclength $S$. The unknowns are $S$ and $P$, and the two conditions are

$$r(S,P)=R_f,\qquad z(S,P)=L .$$

Using arclength avoids infinite slopes where the surface is horizontal.

Newton's method needs derivatives with respect to $P$. Differentiate the three equations at fixed $s$, writing a subscript for the derivative:

$$r_P'=\cos\phi\,\phi_P,\qquad z_P'=-\sin\phi\,\phi_P,$$

$$\phi_P'=-\frac{\sin\phi}{r}\phi_P-\frac{\cos\phi}{r^2}r_P-1+z_P .$$

All three start from zero. They are integrated together with the profile. The Newton correction then solves

$$\begin{pmatrix}\sin\phi&r_P\\ \cos\phi&z_P\end{pmatrix}
\begin{pmatrix}\Delta S\\ \Delta P\end{pmatrix}
=\begin{pmatrix}R_f-r\\ L-z\end{pmatrix},$$

with all entries taken at $s=S$. Formula (2) supplies a first guess for a short zone.

The determinant of this matrix is $\sin\phi\,z_P-\cos\phi\,r_P=-N_P$, where

$$N_P=\cos\phi\,r_P-\sin\phi\,z_P .$$

Since the outward normal has components $(\cos\phi,-\sin\phi)$, $N_P$ is the normal displacement of the surface per unit change of $P$. Shooting at fixed length becomes singular when this displacement vanishes at the feed.

## Continuing through the turns

To pass such a point, drop the condition on $L$ and follow the curve $r(S,P)=R_f$ itself. A small move along it obeys $\sin\phi\,dS+r_P\,dP=0$, so its unit tangent is

$$\mathbf t=\frac{(-r_P,\ \sin\phi)}{\sqrt{r_P^2+\sin^2\phi}},$$

with the sign chosen to continue forward. One continuation step is:

1. Predict $(S,P)$ by moving a short distance along $\mathbf t$.
2. Correct by Newton's method, requiring $r(S,P)=R_f$ and a correction perpendicular to $\mathbf t$.
3. Read off $L=z(S,P)$, and look for sign changes of the limit conditions below.
4. After a sign change, solve that condition together with $r=R_f$ to locate the limit.

At a point of the curve, the determinant of the corrector's matrix is, up to sign,

$$\frac{\sin^2\phi+r_P^2}{\sqrt{r_P^2+\sin^2\phi}}=\sqrt{r_P^2+\sin^2\phi}.$$

It vanishes only if $\sin\phi$ and $r_P$ vanish together. A turn in pressure alone or in length alone therefore causes no difficulty.

The change of length along the curve follows by inserting $dS=-r_P\,dP/\sin\phi$:

$$dL=\cos\phi\,dS+z_P\,dP=-\frac{N_P}{\sin\phi}\,dP . \tag{3}$$

With $\sin\phi\neq0$, the length is stationary when $N_P=0$. This is the fold condition.

The behaviour near the fold can be seen at fixed height. If $P$ changes and $s$ is adjusted to keep $z$ fixed, then $ds=-z_P\,dP/\cos\phi$, and

$$\left.\frac{\partial r}{\partial P}\right|_z=r_P-\frac{\sin\phi}{\cos\phi}z_P=\frac{N_P}{\cos\phi}.$$

This derivative is zero at the fold. The leading terms of $r(L;P)=R_f$ around it are therefore

$$\tan\phi\,(L-L_{\max})+\frac12\,\frac{\partial^2r}{\partial P^2}(P-P_*)^2=0,$$

where $P_*$ is the pressure at the fold. If the second derivative is not zero,

$$P-P_*=\pm\sqrt{\frac{2\tan\phi\,(L_{\max}-L)}{\partial^2r/\partial P^2}} .$$

Two pressures exist just below $L_{\max}$, and none nearby above it. Here $\tan\phi>0$ at the feed, so the second derivative must be positive for the solutions to lie below $L_{\max}$. As a function of pressure, the radius reached at height $L$ thus has a minimum. For a slightly longer zone even this minimum exceeds the feed radius: neither more nor less pressure brings the surface back to the feed edge.

## Two other possible limits

**A horizontal surface at the feed.** If $\phi$ passes 90° at the upper end, the surface approaches the feed edge from above. Points just before the edge then have $z>L$ and $r<R_f$, inside a feed rod with a flat lower face. Such a profile is not admissible, even if the equation has a solution.

**Loss of static stability.** A disturbance fast compared with growth and melting leaves both edges and the melt volume fixed. For a surface without overhang, use $r(z,\vartheta)$, with $\vartheta$ the angle around the axis. The scaled energy, with $P$ as multiplier for the volume, is

$$E=\iint\left[\sqrt{r^2(1+r_z^2)+r_\vartheta^2}+\frac{(z-P)r^2}{2}\right]d\vartheta\,dz .$$

Let $w=\sqrt{1+r_z^2}$, where $r$ now means the axisymmetric profile. Setting the first variation to zero gives

$$w+(z-P)r-\left(\frac{r\,r_z}{w}\right)_z=0 .$$

Expand the last derivative and use $w-r_z^2/w=1/w$. After division by $r$,

$$(z-P)-\left(\frac{r_z}{w}\right)_z=-\frac{1}{rw}. \tag{4}$$

This is (1) again, since $\sin\phi=r_z/w$ and $\cos\phi=1/w$.

Now add $\eta(z)\cos m\vartheta$ to $r$. Apart from a positive factor from the angular integral, the second-order energy is

$$\int\left[\frac{r\eta_z^2}{w^3}+\frac{2r_z}{w}\eta\eta_z+\frac{m^2\eta^2}{rw}+(z-P)\eta^2\right]dz .$$

Because $\eta=0$ at both edges, integrating the second term by parts turns it into $-(r_z/w)_z\eta^2$. Equation (4) then gives

$$Q_m=\int\left[\frac{r\eta_z^2}{w^3}+\frac{(m^2-1)\eta^2}{rw}\right]dz .$$

For $m\ge1$ this is positive for every nonzero $\eta$ that vanishes at the edges. A zone without overhang is therefore stable in this model against sideways and higher angular disturbances. Only $m=0$ can fail, subject to $\int r\eta\,dz=0$.

Without gravity a cylinder is an equilibrium, and the same expression for $Q_m$ holds. There $\eta=\sin(2\pi z/L)$ satisfies the volume condition, and $Q_0$ is proportional to $(2\pi/L)^2-1/R^2$. It becomes negative beyond $L=2\pi R$. The computed lowest eigenvalue is indeed positive at 0.99 times this length and negative at 1.01 times it.

Neutral stability can also be read from shooting. Let $a$ be the starting angle, so that $N_a$ is the normal displacement per unit change of $a$, and define $W_q=\int rN_q\,ds$ for $q=a,P$. A neighbouring equilibrium with the same edges and volume needs $N_a\,da+N_P\,dP=0$ at the feed and $W_a\,da+W_P\,dP=0$. A nonzero solution requires

$$N_aW_P-N_PW_a=0 .$$

This is not the fold condition $N_P=0$. At a fold the growth angle is held fixed; in the stability problem the volume is held fixed and the angle may vary.

## The silicon zone

The example uses $\gamma=0.74$ N/m and $\rho=2550$ kg/m³. Following the branch from a short zone gives, at the fold, $p_0=312$ Pa, a waist of 2.45 mm and a feed angle of 52°. Neither of the other two conditions is met before it. For axisymmetric disturbances at fixed volume, the lowest eigenvalue, for normal displacements and in units of $1/\ell^2$, falls from 12.7 at 9 mm to 3.0 at the fold. Sideways disturbances have a lower one, 3.6 at 9 mm and about 1.8 at the fold. All are still positive.

Static melt bridges longer than $L_{\max}$ are therefore not excluded, but they would meet the crystal at another angle, and its radius would change. With zero growth angle and the same rods, the limit is 11.23 mm. With a starting angle of 13° it is 12.33 mm. A slightly longer zone therefore needs a starting angle above 11°, and the crystal would widen.

Two calculations test the result by other routes. At 9 mm, surface plus gravitational energy was minimised for a profile of 50 straight segments, with the edges and volume fixed but the angle free. It gave 265.8 Pa, an edge angle of 10.97° and a profile within 0.04 µm of the shooting result. A separate scan over $P$ from 0.5 to 6 in steps of 0.002 found no non-overhanging zone longer than 12.16 mm.

The limit depends on rod size as follows, with the growth angle fixed at 11°:

| Crystal / feed radius (mm) | Longest zone (mm) |
|---|---:|
| 3.0 / 2.7 | 9.42 |
| 5.0 / 4.5 | 12.16 |
| 5.0 / 5.0 | 12.53 |
| 8.0 / 7.2 | 14.48 |

In each case the fold comes first. The length grows more slowly than the radius, as gravity gains weight against the curvature around the axis.

For very wide equal rods that curvature drops out. Since $d(\sin\phi)/dz=\phi'$, equation (1) integrates to

$$\sin\phi=\sin\alpha-Pz+\frac{z^2}{2}.$$

Equal radii require $\int_0^L\tan\phi\,dz=0$. Adding the horizontal-edge condition $\sin\phi(L)=1$ gives $L=2.86\,\ell=15.6$ mm. Shooting with radii of $1000\,\ell$ agrees. This is the length at which the feed edge becomes horizontal. No fold comes earlier: at fixed $L$ the derivative of $\int_0^L\tan\phi\,dz$ with respect to $P$ is $-\int_0^L z/\cos^3\phi\,dz$, which is negative for every surface without overhang.

## Comparison with a real zone

The radii and melt data are rough typical values for a small laboratory float zone. Large production crystals are grown with a melt shape and a coil arrangement that this model does not describe. In a real small zone the largest neglected force examined here is the pressure of the induction field. For a surface field amplitude $H$, the mean pressure is $\mu_0H^2/4$ and the absorbed heat flux is $q=H^2/(2\sigma_e\delta_s)$, with $\sigma_e$ the melt conductivity and $\delta_s$ the skin depth. Eliminating $H$ gives $\mu_0\sigma_e\delta_sq/2$. Rough losses of 12.4 W/cm² by radiation and 9.0 W/cm² by conduction, supplied through a Gaussian belt that falls to 1/e of its peak at 5 mm from its centre, give a peak of 61 Pa, against a hydrostatic drop of 304 Pa. Here the total heat is spread over the whole belt, including the tails that extend beyond the melt. With the belt centred at half the original limiting length, the limit falls by 0.31 mm to 11.85 mm. The position of the belt matters: centred at a quarter of that length, nearer the crystal, it raises the limit to 12.96 mm, and at three quarters it lowers it to 11.33 mm. A surface tension lower by 5% gives 11.99 mm. Flow at 0.05 m/s has a dynamic pressure of about 3 Pa, and rotation at 10 rpm contributes about 0.035 Pa. Curved melting and freezing fronts change the melt volume, but not the static surface between the same two edges. For this belt width the limit thus lies between about 11.3 and 13.0 mm at the three coil positions. A narrower belt shifts it more: with 3 mm in place of 5 mm and the same total heat, the peak is 102 Pa, and the limit is 13.75 mm with the belt at a quarter of the length and 10.87 mm at three quarters. In a small zone heated this way, the static value of 12.16 mm can therefore be off by 1 to 2 mm. It is the capillary limit of the static model without field pressure. It is not an upper bound for a zone heated by induction, and it is not a recommended operating length. The field pressure is here prescribed as a function of height rather than computed from the melt shape, and heat flow and the response of the growing radius are not included. These estimates use rough values: a coil frequency of 2.8 MHz and $\sigma_e=1.2\times10^6$ S/m (so $\delta_s=0.275$ mm), an emissivity of 0.27 at 1687 K, and a gradient of 100 K/cm in both rods with a solid conductivity of 22 W/(m K).

## Computed results

```
surface tension 0.74 N/m, density 2550 kg/m3
growth angle 11.0 deg
crystal radius 5.00 mm, feed radius 4.50 mm
capillary length 5.440 mm, pressure unit 136.0 Pa
length mm | p0 Pa | min r mm | max r mm | feed angle deg
6.0 | 263.74 | 4.500 | 5.126 | -7.37
7.5 | 260.88 | 4.495 | 5.130 | 2.05
9.0 | 265.79 | 4.337 | 5.124 | 12.80
melt mass at 9 mm: 1.6180 g
force balance error (scaled): 2.1e-11
energy minimum: profile gap 0.04 um
energy minimum: p0 265.79 Pa, edge angle 10.97 deg
lowest fixed-volume eigenvalue at 9 mm: 12.6615
lowest sideways eigenvalue at 9 mm: 3.5890
horizontal feed edge: not met before the fold
stability loss: not met before the fold
fold: L 12.164 mm, p0 311.79 Pa
  waist 2.453 mm, feed angle 52.07 deg, eigenvalue 3.0082
first limit: fold, 12.164 mm = 2.2361 cap. lengths
shift of limit, tolerance 1e-8 to 1e-11: 0.010 nm
existence limit 12.164 mm, pressure scan 12.164 mm
wide rods, horizontal edge: planar 2.8625, shooting 2.8626 cap. lengths
wide rods, horizontal edge: 15.57 mm
zero growth angle: 11.226 mm (fold)
equal rods 5 mm: 12.532 mm (fold)
rods 3.0/2.7 mm: 9.424 mm (fold)
rods 8.0/7.2 mm: 14.476 mm (fold)
surface tension 5% lower: 11.990 mm (fold)
coil 2.8 MHz, skin depth 0.275 mm, belt half-width 5.0 mm
heat loss: radiated 12.4, conducted 9.0 W/cm2
hydrostatic drop 304.2 Pa, peak coil pressure 60.9 Pa
limit with coil pressure: 11.854 mm (fold)
change by coil pressure: -0.310 mm
Marangoni flow 0.05 m/s: 3.19 Pa
rotation 10 rpm: 0.0350 Pa
surface tension change over 15 K: 0.30 %
```
